\section*{The Breathing Force Constant of TiCl4 from Its Symmetric Stretch}

\section*{Problem}

Titanium tetrachloride, a precursor for titanium nitride and titanium oxide films, is a regular tetrahedron with titanium at the centre. Its totally symmetric stretching vibration gives a line at $389\ \mathrm{cm^{-1}}$. Let $m$ be the chlorine mass, $M$ the titanium mass, and $s$ the common extension of the four bonds. Define the breathing force constant per bond, $k$, by
\begin{equation}
V(s)=4\cdot\tfrac12 k s^2=2ks^2 .
\label{eq:def}
\end{equation}

\begin{enumerate}
\item[(a)] Take four equal chlorine masses. Show that the molecule has one totally symmetric vibration, and that titanium is at rest in it.
\item[(b)] Find the relation between $k$, $m$ and the angular frequency $\omega$, and express $k$ through the stretching constants of the bonds.
\item[(c)] Show that the line gives $k\approx 316\ \mathrm{N/m}$ with the average chlorine mass.
\item[(d)] Explain why the reduced mass of a Ti--Cl pair must not be used, and find a vibration of the same molecule in which the titanium mass does matter.
\item[(e)] Natural chlorine is a mixture of $^{35}$Cl and $^{37}$Cl. Justify the use of the average mass.
\item[(f)] Estimate how far anharmonicity and a temperature of 300 K affect $k$.
\end{enumerate}

The algebra is in atomic units, so $\hbar=1$. Numerical work uses eV and angstrom, with line positions in $\mathrm{cm^{-1}}$. Parts (a) to (e) assume small, harmonic vibrations.

\section*{Solution}

\subsection*{(a) The shape of the vibration}

Let $\mathbf e_i$ be the unit vector from titanium to chlorine $i$ at equilibrium:
\begin{equation}
\begin{aligned}
\mathbf e_1&=\tfrac{1}{\sqrt3}(1,1,1), & \mathbf e_2&=\tfrac{1}{\sqrt3}(1,-1,-1),\\
\mathbf e_3&=\tfrac{1}{\sqrt3}(-1,1,-1), & \mathbf e_4&=\tfrac{1}{\sqrt3}(-1,-1,1).
\end{aligned}
\end{equation}
Adding the components gives
\begin{equation}
\sum_{i=1}^4\mathbf e_i=0,\qquad \mathbf e_i\cdot\mathbf e_j=-\tfrac13\quad(i\neq j).
\label{eq:sum}
\end{equation}

A totally symmetric displacement is one that every symmetry operation of the tetrahedron leaves unchanged. This fixes its form.

\begin{itemize}
\item Titanium lies on all four threefold axes. A vector unchanged by a threefold rotation must point along the axis. It cannot point along two different axes unless it is zero, so titanium does not move.
\item Chlorine $i$ lies on the threefold axis along $\mathbf e_i$, so its displacement must be along $\mathbf e_i$.
\item The symmetry operations carry each chlorine into every other, so the four displacements have the same length and the same sense.
\end{itemize}

The displacement is therefore
\begin{equation}
\mathbf u_{\rm Ti}=0,\qquad \mathbf u_i=s\,\mathbf e_i ,
\label{eq:pattern}
\end{equation}
with one free amplitude $s$. The forces produced by a symmetric displacement are themselves symmetric, because the energy has the symmetry of the molecule. With equal chlorine masses the accelerations are symmetric too. The motion thus stays within the pattern \eqref{eq:pattern}, which makes it a normal vibration, and the only totally symmetric one.

The same result can be seen mechanically. Each stretched bond pulls titanium towards its chlorine with the same tension $\tau$. The total pull is $\tau\sum_i\mathbf e_i=0$ by \eqref{eq:sum}. Titanium stays fixed because the pulls cancel, not because it is heavy: $M/m=47.867/35.453=1.35$.

The cancellation depends on the geometry. In a pyramidal molecule with three equal bonds, the bond vectors add up to a vector along the pyramid axis, and a symmetric stretch then does push the central atom.

\subsection*{(b) Frequency and force constant}

Let $f_r$ be the force constant for stretching one bond alone, and $f_{rr}$ the constant that couples two bonds. With bond extensions $\Delta r_i$, the stretching energy is
\begin{equation}
V=\tfrac12 f_r\sum_i(\Delta r_i)^2+f_{rr}\sum_{i<j}\Delta r_i\,\Delta r_j .
\end{equation}
Terms containing changes of bond angle may be present as well, but they vanish here: in \eqref{eq:pattern} each chlorine moves along its own bond, so no angle changes. Setting all $\Delta r_i=s$, with four bonds and six pairs of bonds, gives
\begin{equation}
V=\tfrac12\cdot4f_rs^2+6f_{rr}s^2=2(f_r+3f_{rr})s^2 .
\end{equation}
Comparison with \eqref{eq:def} yields
\begin{equation}
k=f_r+3f_{rr}.
\label{eq:valence}
\end{equation}
So $k$ is not the constant of one bond stretched alone. Each bond also feels the stretching of its three neighbours, and a single frequency cannot separate the two contributions.

Only the chlorines carry kinetic energy:
\begin{equation}
T=4\cdot\tfrac12m\dot s^2=2m\dot s^2 .
\end{equation}
Lagrange's equation for $L=T-V$ reads
\begin{equation}
\frac{d}{dt}\frac{\partial L}{\partial\dot s}=\frac{\partial L}{\partial s}
\;\Rightarrow\; 4m\ddot s=-4ks
\;\Rightarrow\; \ddot s=-\frac{k}{m}s .
\end{equation}
With $s\propto\cos\omega t$ this gives
\begin{equation}
\boxed{\,k=m\omega^2\,}
\label{eq:main}
\end{equation}
The titanium mass is absent. The factor 4 has cancelled because it multiplies both energies. If one prefers the full curvature $d^2V/ds^2=4k$ as the force constant, the mass that goes with it is $4m$, and the frequency is the same.

\subsection*{(c) The number}

The vibrational quantum is $E=\hbar\omega$. Restoring $\hbar$ in \eqref{eq:main} and multiplying numerator and denominator by $c^2$ gives a form suited to eV and angstrom:
\begin{equation}
k=\frac{mE^2}{\hbar^2}=mc^2\left(\frac{E}{\hbar c}\right)^2 .
\end{equation}
The average chlorine mass is
\begin{equation}
m=0.7576\times34.9689+0.2424\times36.9659=35.453\ \mathrm{u},
\end{equation}
with rest energy $mc^2=3.30242\times10^{10}$ eV. The line at $389\ \mathrm{cm^{-1}}$ corresponds to $E=0.04823$ eV, and $\hbar c=1973.27$ eV\,\AA. Hence
\begin{equation}
k=3.30242\times10^{10}\left(\frac{0.04823}{1973.27}\right)^2
=19.73\ \mathrm{eV/\AA^2}=316\ \mathrm{N/m}.
\end{equation}
This is the value to be shown. The full curvature of $V(s)$ is $4k=78.9\ \mathrm{eV/\AA^2}$.

The result was tested on a model of all five atoms, with bond length 2.2 \AA\ and constants $f_r=17.33$, $f_{rr}=0.80$, bending 0.50 and stretch--bend coupling $0.20\ \mathrm{eV/\AA^2}$. The last three are round choices, and $f_r$ follows from \eqref{eq:valence}. Diagonalizing the mass-weighted matrix of second derivatives of the energy returns $389.000\ \mathrm{cm^{-1}}$ for the breathing vibration. The titanium share of its kinetic energy is zero to rounding error.

\subsection*{(d) When the titanium mass matters}

Let $\tau_i=\partial V/\partial\Delta r_i$ be the tension in bond $i$, and leave out the bending forces. Chlorine $i$ is pulled inwards and titanium is pulled towards each chlorine:
\begin{equation}
\ddot{\mathbf u}_i=-\frac{\tau_i}{m}\mathbf e_i,\qquad
\ddot{\mathbf u}_{\rm Ti}=\frac1M\sum_j\tau_j\mathbf e_j .
\end{equation}
To first order the bond extension is $\Delta r_i=\mathbf e_i\cdot(\mathbf u_i-\mathbf u_{\rm Ti})$, so
\begin{equation}
\Delta\ddot r_i=-\frac{\tau_i}{m}-\frac1M\sum_j(\mathbf e_i\cdot\mathbf e_j)\tau_j .
\label{eq:bond}
\end{equation}

\emph{A lone pair of atoms.} With one bond, the sum has the single term $\tau_i$, and the inverse mass is $1/m+1/M$. This is the reduced mass
\begin{equation}
\mu=\frac{mM}{m+M}=\frac{35.453\times47.867}{83.320}=20.368\ \mathrm{u}.
\end{equation}
Used for the $389\ \mathrm{cm^{-1}}$ line, it would give $k=19.73\times20.368/35.453=11.33\ \mathrm{eV/\AA^2}$, which is 43\% below the correct value. It lets titanium recoil from one chlorine and forgets the other three.

\emph{Breathing.} With four equal tensions, the sum in \eqref{eq:bond} is $\tau(1-3\cdot\tfrac13)=0$. The recoil terms cancel.

\emph{The threefold stretch.} Now take extensions with $\sum_j\Delta r_j=0$, for example two bonds longer and two shorter. There are three independent patterns of this kind. The tension in bond $i$ is
\begin{equation}
\tau_i=f_r\Delta r_i+f_{rr}\sum_{j\ne i}\Delta r_j=(f_r-f_{rr})\Delta r_i ,
\end{equation}
because the other three extensions add up to $-\Delta r_i$. The tensions therefore also sum to zero, and
\begin{equation}
\sum_j(\mathbf e_i\cdot\mathbf e_j)\tau_j=\tau_i-\tfrac13\sum_{j\neq i}\tau_j=\tau_i+\tfrac13\tau_i=\tfrac43\tau_i .
\end{equation}
Equation \eqref{eq:bond} then gives, without bending forces,
\begin{equation}
\omega_{\rm threefold}^2=(f_r-f_{rr})\left(\frac1m+\frac{4}{3M}\right).
\label{eq:three}
\end{equation}
Here titanium moves against the chlorines and its mass enters. For the model constants, division by $\omega^2=k/m$ gives
\begin{equation}
\frac{\omega_{\rm threefold}}{\omega}=\sqrt{\frac{16.53}{19.73}\left(1+\frac{4m}{3M}\right)} ,
\end{equation}
which places the line at $507\ \mathrm{cm^{-1}}$ for $M=46$ u and at $497\ \mathrm{cm^{-1}}$ for $M=50$ u. The five-atom model gives 506.2 and $495.5\ \mathrm{cm^{-1}}$. The closeness is partly a cancellation: bending alone raises the lines to 515 and $504\ \mathrm{cm^{-1}}$, and the chosen stretch--bend coupling lowers them again. With the force constants held fixed, the same change of titanium mass leaves the breathing line at $389.000\ \mathrm{cm^{-1}}$.

\subsection*{(e) Why the average chlorine mass may be used}

In a molecule that contains both isotopes the argument of part (a) fails, because the masses no longer have the full symmetry. The mass differences are small, however, and first-order perturbation theory applies.

Let $H_{ij}$ be the $3\times3$ block of second derivatives of $V$ that connects chlorines $i$ and $j$. In the displacement \eqref{eq:pattern} the force on each chlorine is $-ks\,\mathbf e_i$: by symmetry the four forces are $F\mathbf e_i$ with a common $F$, and $4F=-dV/ds=-4ks$. In terms of the blocks,
\begin{equation}
\sum_jH_{ij}\mathbf e_j=k\,\mathbf e_i .
\label{eq:H}
\end{equation}
The squared frequencies are the eigenvalues of the matrix with blocks $H_{ij}/\sqrt{m_im_j}$, titanium included. For equal masses the normalized breathing vector has the components $\tfrac12\mathbf e_i$ on the chlorines and zero on titanium. This vibration is not degenerate, so the first-order eigenvalue is the expectation value in that vector:
\begin{equation}
\omega^2\approx\frac14\sum_{ij}\frac{\mathbf e_i\cdot H_{ij}\mathbf e_j}{\sqrt{m_im_j}} .
\end{equation}
Write $1/\sqrt{m_i}=(1+\eta_i)/\sqrt m$ with small $\eta_i$, and keep linear terms. Since $H$ is symmetric, the terms in $\eta_i$ and $\eta_j$ contribute equally. With \eqref{eq:H},
\begin{equation}
\omega^2\approx\frac{1}{4m}\sum_i(1+2\eta_i)\,\mathbf e_i\cdot\sum_jH_{ij}\mathbf e_j
=\frac{k}{4m}\sum_i(1+2\eta_i)\approx\frac k4\sum_i\frac1{m_i}.
\label{eq:iso}
\end{equation}
To the same order, the mean of $1/m_i$ equals the inverse of the mean mass. Because the dependence is linear, averaging over all molecules of the natural mixture puts the mean of $\omega^2$ at $k/m$, with $m$ the average chlorine mass.

Diagonalizing the five-atom model for each composition, at fixed force constants, gives:

\begin{center}
\begin{tabular}{cccc}
$^{37}$Cl atoms & fraction & line ($\mathrm{cm^{-1}}$) & Ti share of kinetic energy\\
0 & 0.329 & 391.7 & 0\\
1 & 0.422 & 388.9 & 0.0010\\
2 & 0.202 & 386.2 & 0.0012\\
3 & 0.043 & 383.5 & 0.0009\\
4 & 0.0035 & 381.0 & 0
\end{tabular}
\end{center}

Titanium does move in the mixed molecules, but it carries about a thousandth of the kinetic energy. The mean line, weighted by the fractions, is $389.0\ \mathrm{cm^{-1}}$. The most abundant molecule, with one $^{37}$Cl, has a mean chlorine mass of 35.468 u and lies within about $0.1\ \mathrm{cm^{-1}}$ of that mean. The average mass thus suits both an unresolved band and the strongest component of a resolved one. If $389\ \mathrm{cm^{-1}}$ were instead the line of pure Ti$^{35}$Cl$_4$, the mass in \eqref{eq:main} would be 34.969 u and $k$ would be 1.4\% smaller.

\subsection*{(f) Anharmonicity and temperature}

A bond softens as it stretches, so the observed quantum is smaller than the harmonic one. For an estimate, let four independent chlorines move on a fixed centre, each in a Morse potential
\begin{equation}
U(x)=D(1-e^{-ax})^2,\qquad U''(0)=2Da^2,\qquad \omega_h=a\sqrt{2D/m},
\end{equation}
where $\omega_h$ is the harmonic frequency. To find the levels $\varepsilon$, set $y=e^{-ax}$ and $\theta=y\,d/dy$, so that $d^2/dx^2=a^2\theta^2$. With $\lambda=\sqrt{2mD}/a$ and $\beta^2=2m(D-\varepsilon)/a^2$, the Schr\"odinger equation becomes
\begin{equation}
\theta^2\psi+(2\lambda^2y-\lambda^2y^2-\beta^2)\psi=0 .
\end{equation}
Inserting $\psi=y^\beta e^{-\lambda y}g(y)$ replaces $\theta$ by $\theta+\beta-\lambda y$ and leaves
\begin{equation}
\theta^2g+2(\beta-\lambda y)\theta g+\lambda y(2\lambda-2\beta-1)g=0 .
\end{equation}
For $g=\sum_nc_ny^n$ the coefficients obey
\begin{equation}
(n+1)(n+1+2\beta)\,c_{n+1}=\lambda(2n+1+2\beta-2\lambda)\,c_n .
\end{equation}
An endless series grows like $e^{2\lambda y}$ and cannot be normalized. It must stop at some $n=v$, which requires $\beta=\lambda-v-\tfrac12$. Then $\varepsilon=D(1-\beta^2/\lambda^2)$, and with $2D/\lambda=\omega_h$,
\begin{equation}
\varepsilon_v=\omega_h(v+\tfrac12)-\frac{\omega_h^2}{4D}(v+\tfrac12)^2 .
\end{equation}
The step from $v$ to $v+1$ is
\begin{equation}
\varepsilon_{v+1}-\varepsilon_v=\omega_h-(v+1)\Delta,\qquad \Delta=\frac{\omega_h^2}{2D}.
\label{eq:gap}
\end{equation}

The first excited symmetric state is an equal combination of the four states with one quantum in one bond. Each lies $\omega_h-\Delta$ above the ground state, so the combination does too. Setting $\omega_h-\Delta=E$ and solving the quadratic equation for the root that tends to $E$ at large $D$ gives
\begin{equation}
\omega_h=D\left(1-\sqrt{1-2E/D}\right).
\end{equation}
For a rough bond energy $D=4.5$ eV, the harmonic line lies $\Delta=2.1\ \mathrm{cm^{-1}}$ above the fundamental, and the harmonic force constant is $(391.1/389)^2-1=1.1\%$ larger than $k$.

At 300 K some bonds are already excited. In the harmonic approximation the populations are $p_v=(1-z)z^v$ with $z=e^{-E/k_BT}$, and the mean occupation is $\bar n=z/(1-z)=0.183$. By \eqref{eq:gap}, a transition that starts from $v$ lies $v\Delta$ below the cold line, and its strength is proportional to $v+1$. Using $\langle v(v-1)\rangle=2\bar n^2$, the mean lowering of the band is
\begin{equation}
\Delta\,\frac{\langle v(v+1)\rangle}{\langle v+1\rangle}
=\Delta\,\frac{2\bar n^2+2\bar n}{\bar n+1}=2\bar n\Delta\approx0.8\ \mathrm{cm^{-1}} .
\end{equation}
A numerical solution of the Morse problem gives $0.78\ \mathrm{cm^{-1}}$. If 389 is the mean of an unresolved warm band, correcting for this raises $k$ by 0.4\%. This figure holds for independent bonds on a fixed centre. When titanium recoils, three of the four stretches lie near $500\ \mathrm{cm^{-1}}$ and are less populated, so the lowering caused by the stretches alone is smaller.

\subsection*{The result beside the real precursor}

TiCl$_4$ is a liquid at room temperature, and 300 K stands for a sample kept near that temperature. Real samples break the assumptions of equal masses and harmonic bonds, and in the estimates above each of these moves $k$ by about 1\% or less, unless the line is assigned to the wrong isotopic molecule. A reading error of $1\ \mathrm{cm^{-1}}$ adds 0.5\%. The Morse estimate lets the bonds vibrate independently on a fixed centre. The breathing and threefold lines would then coincide, so the gap between them in the five-atom model, where titanium can recoil and the bonds are coupled, shows this to be a simplification. Anharmonic coupling to the bending vibrations, which are softer and more strongly excited at 300 K, and the influence of neighbours in the liquid have not been estimated. The value $316\ \mathrm{N/m}$ is therefore an effective constant belonging to the observed line, and it should not be read as a property of the harmonic potential: the two corrections of part (f) act in the same direction and together would raise it to about $321\ \mathrm{N/m}$. The numerical output lists the main values used here.

\section*{Numbers as computed}
\begin{verbatim}
given line                          389 cm^-1
vibrational quantum                 0.04823 eV
35Cl mass, 37Cl mass                34.9689, 36.9659 u
35Cl natural fraction               0.7576
average chlorine mass               35.453 u
chlorine rest energy m c^2          3.30242e+10 eV
hbar c                              1973.270 eV angstrom
breathing constant k                19.728 eV/angstrom^2
breathing constant k, converted     316.1 N/m
curvature of V(s), 4k               78.91 eV/angstrom^2
titanium mass                       47.867 u
diatomic reduced mass (wrong here)  20.368 u
k from that reduced mass (wrong)    11.33 eV/angstrom^2
-- five-atom model, first force field --
bond length (round)                 2.2 angstrom
f_r, f_rr, bend, stretch-bend       17.33, 0.80, 0.50, 0.20 eV/angstrom^2
breathing line from Hessian         389.000 cm^-1
Ti share of kinetic energy          1.8e-31
breathing line, Ti mass 46 and 50 u 389.000, 389.000 cm^-1
threefold stretch, Ti 46 and 50 u   506.2, 495.5 cm^-1
-- isotopologues: number of 37Cl, fraction, line, Ti share --
0   0.3294   391.68 cm^-1   3.0e-32
1   0.4216   388.89 cm^-1   9.9e-04
2   0.2023   386.18 cm^-1   1.2e-03
3   0.0432   383.54 cm^-1   8.8e-04
4   0.0035   380.96 cm^-1   1.4e-31
abundance-weighted mean line        389.01 cm^-1
change of k if line is pure 35Cl    -1.37 %
-- other neglected effects --
bond energy (rough)                 4.5 eV
harmonic line minus fundamental     2.11 cm^-1
change of k to harmonic value       1.09 %
temperature                         300 K
mean vibrational occupation         0.183
mean hot-band lowering of line      0.78 cm^-1
change of k for that lowering       0.40 %
change of k for 1 cm^-1 in the line 0.51 %
\end{verbatim}
